# Internal surface of films with spherical pores: leading estimate and first corrections

## One pore in a cube

Take a cube of film with edge $L = 2.408$ nm and put one spherical pore of radius $r = 1$ nm at its centre. The pore has diameter 2 nm, so it fits inside with solid all round it. Its volume and wall area are

$$v=\frac{4\pi}{3}r^3=4.189\ \text{nm}^3,\qquad a=4\pi r^2=12.566\ \text{nm}^2 .$$

The cube has volume $L^3 = 13.96$ nm³. The pore therefore fills the fraction $4.189/13.96 = 0.30$ of it, and the wall area per volume is $12.566/13.96 = 0.900$ nm²/nm³. Stacking such cubes builds a film with the same two ratios.

To convert the unit, use 1 nm² $=10^{-18}$ m² and 1 nm³ $=10^{-21}$ cm³:

$$1\ \frac{\text{nm}^2}{\text{nm}^3}=\frac{10^{-18}\ \text{m}^2}{10^{-21}\ \text{cm}^3}=1000\ \frac{\text{m}^2}{\text{cm}^3}.$$

The film thus holds 900 m² of pore wall in each cubic centimetre.

## Separate equal pores in any arrangement

The cubic stacking is not needed. Let the porosity $\phi$ be the pore volume divided by the total film volume, solid and pores together. Let $s$ be the wall area divided by the same total volume. Assume smooth spherical pores of one radius $r$ that do not overlap.

Because no volume is shared, $n$ pores per unit film volume give $\phi = nv$, so $n=\phi/v$. Because no wall is shared or removed, $s = na$. Together,

$$s=\phi\,\frac{a}{v}=\phi\,\frac{4\pi r^2}{4\pi r^3/3}=\frac{3\phi}{r}. \tag{1}$$

The positions of the pores have dropped out. Under the stated assumptions, (1) holds at every porosity that separate spheres can reach, not just at small $\phi$. The porosity 0.30 is within reach, as the cube shows. In that cubic array the pores first touch when $L=2r$, where $\phi=(4\pi r^3/3)/(2r)^3=\pi/6\approx0.52$.

For the film considered here,

$$n=\frac{0.30}{4.189\ \text{nm}^3}=0.0716\ \text{nm}^{-3},\qquad s=\frac{3\times0.30}{1\ \text{nm}}=0.900\ \text{nm}^{-1},$$

which is again 900 m²/cm³.

Two conventions matter for this number.

- **Radius or diameter.** If 1 nm were the diameter, $r$ would be 0.5 nm and the area 1800 m²/cm³.
- **Film or solid.** One cubic centimetre of film contains $1-\phi=0.70$ cm³ of solid. Per volume of solid, the area is $900/0.70=1286$ m²/cm³.

The area is geometric. If the solid lets no gas through, a gas cannot reach the walls of pores that are fully enclosed in it. A method that relies on gas uptake then misses their area.

## Pores that may overlap

Now drop the condition that pores stay apart. Place $M$ sphere centres independently and uniformly in a large volume $V$, with density $m=M/V$. All spheres have radius $r$, and the pore space is the region covered by at least one of them.

A given point is missed by one sphere with probability $1-v/V$, since the centre must lie outside a ball of volume $v$ around the point. The centres are independent, so the point is missed by all of them with probability

$$\left(1-\frac{v}{V}\right)^{M}=\left(1-\frac{mv}{M}\right)^{M}\;\to\;e^{-mv}\qquad (M\to\infty,\ m\ \text{fixed}).$$

A missed point lies in the solid, so

$$1-\phi=e^{-mv}. \tag{2}$$

To find the wall area, enlarge every sphere by $dr$ while the centres stay fixed. Each exposed piece of wall moves outward by $dr$, and the pore volume per film volume grows by $s\,dr$. The edges where spheres meet contribute at order $dr^2$ and do not affect the derivative. Using $dv/dr=4\pi r^2=3v/r$,

$$s=\frac{d\phi}{dr}=m\,\frac{dv}{dr}\,e^{-mv}=\frac{3}{r}\,(mv)\,e^{-mv}. \tag{3}$$

Equation (2) gives $mv=-\ln(1-\phi)$. Inserting this in (3) yields

$$s=-\frac{3}{r}(1-\phi)\ln(1-\phi). \tag{4}$$

## Small porosity: leading term and first correction

For $0<\phi<1$ the logarithm has the series $-\ln(1-\phi)=\sum_{j\ge1}\phi^j/j$. Multiply by $1-\phi$ and collect equal powers:

$$-(1-\phi)\ln(1-\phi)=\phi+\sum_{j\ge2}\phi^j\left(\frac1j-\frac1{j-1}\right)=\phi-\sum_{j\ge2}\frac{\phi^j}{j(j-1)} .$$

Taking out a factor $\phi$ gives

$$s=\frac{3\phi}{r}\left(1-\frac{\phi}{2}-\frac{\phi^2}{6}-\dots\right). \tag{5}$$

The leading term is (1). For overlapping pores it is a small-porosity limit, whereas for separate pores it needed no such limit.

The coefficient $-1/2$ is the net result of two effects. Write $q=mv$ for the summed sphere volume per film volume, counted as if nothing overlapped. To first relative order,

$$\phi=1-e^{-q}\approx q\left(1-\frac q2\right),\qquad s=\frac3r\,q\,e^{-q}\approx\frac{3q}{r}(1-q).$$

Overlap removes the fraction $q$ of the wall, because a point on one sphere's surface is covered by some other sphere with probability close to $q$. It removes only the fraction $q/2$ of the summed volume. The area per pore volume therefore changes by the factor $(1-q)/(1-q/2)\approx1-q/2$, and $q\approx\phi$ at this order.

The size of the neglected part can be bounded. After the first correction, the remaining terms in the bracket of (5) are $-\phi^k/[k(k+1)]$ with $k\ge2$. Their total magnitude $R$ is at least the first of them. It is at most the sum obtained by replacing every denominator by the smallest one, 6:

$$\frac{\phi^2}{6}<R<\frac{1}{6}\left(\phi^2+\phi^3+\dots\right)=\frac{\phi^2}{6(1-\phi)} .$$

At $\phi=0.30$ this gives $0.015<R<0.022$. The successive values are

- leading term: 900 m²/cm³;
- with the first correction: $900\times(1-0.15)=765$ m²/cm³;
- full formula (4): 749 m²/cm³.

The leading term is 20 percent above the full value, and the corrected one is 2 percent above it, both relative to the full value.

## The opposite limit: little solid left

Let $x=1-\phi$ be the solid fraction. Equation (4) becomes

$$s=\frac3r\,x\ln\frac1x .$$

As $x\to0$ this tends to zero, since $x$ falls faster than the logarithm grows. There is hardly any solid left to carry a wall. The limit is a geometric one: between $x=0.05$ and $x=0.02$ the solid in this model breaks into disconnected fragments, so below a few percent solid (4) no longer describes a self-supporting film. Formula (1) would instead approach $3/r$, so it fails completely for overlapping pores in this limit.

Between the two limits the area has a maximum. Setting $d(-x\ln x)/dx=-\ln x-1=0$ gives $x=1/e$, or $\phi=1-1/e\approx0.63$, where $s=3/(er)$. Below this porosity, adding pores at fixed $r$ creates more wall than it destroys. Above it, the balance is reversed. The film at $\phi=0.30$ is on the rising side. It also lies just above the porosity, between 0.28 and 0.30, at which independently placed pores first join into a cluster that spans the sample. Part of its wall is therefore open to a gas from outside, and part still belongs to enclosed clusters.

## Pores of unequal size

Return to separate pores, but let their radii differ. Angle brackets denote an average over the pores, each counted once. With $n$ pores per film volume,

$$\phi=\frac{4\pi}{3}n\langle r^3\rangle,\qquad s=4\pi n\langle r^2\rangle .$$

Dividing the second by the first removes $n$:

$$s=3\phi\,\frac{\langle r^2\rangle}{\langle r^3\rangle}. \tag{6}$$

For a narrow distribution, write $r=r_0(1+\varepsilon)$ with $\langle\varepsilon\rangle=0$ and $\langle\varepsilon^2\rangle=\sigma^2$. Here $r_0$ is the mean radius and $\sigma$ the relative spread. Expanding the powers,

$$\langle r^2\rangle=r_0^2(1+\sigma^2),\qquad \langle r^3\rangle=r_0^3\left(1+3\sigma^2+\langle\varepsilon^3\rangle\right).$$

If all deviations are of order $\sigma$, then $\langle\varepsilon^3\rangle$ is at most of order $\sigma^3$, and

$$s=\frac{3\phi}{r_0}\left(1-2\sigma^2+O(\sigma^3)\right). \tag{7}$$

At fixed porosity and mean radius, a small spread lowers the area. Large pores take up much of the pore volume and have little wall for that volume.

The sign holds for a wide spread too. The Cauchy–Schwarz inequality gives $\langle r^2\rangle^2\le\langle r^3\rangle\langle r\rangle$, and a variance cannot be negative, so $\langle r^2\rangle\ge\langle r\rangle^2$. Hence

$$\langle r^3\rangle\ge\frac{\langle r^2\rangle^2}{\langle r\rangle}\ge\langle r^2\rangle\langle r\rangle ,$$

and (6) cannot exceed $3\phi/\langle r\rangle$.

The first correction itself needs a narrow distribution. Take equal numbers of pores with radii 0.5 and 1.5 nm, so that the mean is still 1 nm:

$$\langle r^2\rangle=\frac{0.25+2.25}{2}=1.25\ \text{nm}^2,\qquad \langle r^3\rangle=\frac{0.125+3.375}{2}=1.75\ \text{nm}^3 .$$

Equation (6) gives $900\times1.25/1.75=643$ m²/cm³. Here $\sigma=0.5$, and (7) cut after the first correction would give $900\times(1-0.5)=450$ m²/cm³, which is far too low. The reason can be read from the symmetric case $\langle\varepsilon^3\rangle=0$, which this film satisfies:

$$\frac{1+\sigma^2}{1+3\sigma^2}=1-\frac{2\sigma^2}{1+3\sigma^2}.$$

The expansion replaces the last denominator by 1, which requires $3\sigma^2\ll1$. In this film $3\sigma^2=0.75$, so (6) has to be used as it stands.

## Reading a measurement

Suppose a measurement supplies a porosity and one pore radius. For small errors, the logarithm of (1), $\ln s=\ln3+\ln\phi-\ln r$, gives

$$\frac{\delta s}{s}\approx\frac{\delta\phi}{\phi}-\frac{\delta r}{r}.$$

A radius that is 10 percent too large makes the area about 10 percent too small.

In the other direction, a measured $s$ and $\phi$ define an effective radius $3\phi/s$. For separate pores, (6) shows that this is $\langle r^3\rangle/\langle r^2\rangle$. In the two-size film it equals $1.75/1.25=1.4$ nm, although the mean radius is 1 nm. Overlap also raises the effective radius, since it lowers $s$ at fixed $\phi$. The single number $3\phi/s$ therefore cannot tell a spread of sizes from overlap.

## Numerical check of the areas

The areas were also measured without the sphere-area formula. Random points were thrown into four model structures, and the fraction lying within $h=0.05$ nm of a wall, on either side, was divided by the layer thickness $2h$. For overlapping pores, the distance was taken to the surface of the sphere with the nearest centre, even where another pore covers that surface. The fraction counted is then the growth in porosity when the radius goes from $r-h$ to $r+h$, which is the change used to derive (3). The numerical output lists the results. The tests required agreement with the formulas within 2.5 percent for separate pores and 3 percent for overlapping ones. They also required the two-size and overlapping films to lie more than 10 percent below the random film of separate equal pores.

The finite layer causes a small bias. For an isolated sphere,

$$\frac{4\pi}{3}\,\frac{(r+h)^3-(r-h)^3}{2h}=4\pi r^2\left(1+\frac{h^2}{3r^2}\right),$$

which is 0.08 percent too much for $r=1$ nm. This applies to the cubic array, where the layers of neighbouring pores do not meet. In the random films of separate pores, the layers of nearly touching pores overlap and are counted once, which removes about 0.2 percent (equal pores) or 0.1 percent (two sizes). For the overlapping film, the change in (2) between $r-h$ and $r+h$ gives 748 instead of 749 m²/cm³.

Sampling noise is larger. A layer fraction $p\approx0.09$ found from $N=400\,000$ points has standard deviation $\sqrt{p(1-p)/N}\approx0.00045$. Divided by 0.10 nm, this is about 4.5 m²/cm³.

The random film of separate equal pores gave 898 m²/cm³, well within this noise. The cubic array gave 890 m²/cm³, a little over two standard deviations low. The layer bias has the opposite sign and cannot explain it. Chance is the likely cause, though a single sample does not prove that. The two-size and overlapping films gave 641 and 744 m²/cm³, against 643 and 749 from (6) and (4).

For a film known only to have 30 percent porosity and pores of about 1 nm radius, 900 m²/cm³ is thus the value for separate, equal pores. The two departures examined here lower it by 17 percent (overlap) and 29 percent (the two-size mixture). All these values assume smooth walls, which is a coarse idealisation at this size. The solid between neighbouring pores is only 0.41 nm thick in the cubic array, and in the random film of separate pores the gap to the nearest pore is typically about 0.1 nm, less than one chemical bond. Drawing the wall 0.15 nm further out or in around the same pores changes 900 to $900\times1.15^2=1190$ or $900\times0.85^2=650$ m²/cm³. For a real film, the number depends on where the wall is taken to lie.

## Table of computed values

```
pore radius: 1.0 nm
porosity: 0.30 (fraction of film volume)
volume of one pore: 4.189 nm^3
wall area of one pore: 12.566 nm^2
pores per film volume: 0.07162 nm^-3
cubic-array spacing: 2.408 nm
wall area per film volume: 0.900 nm^2/nm^3
1 nm^2/nm^3 equals: 1000 m^2/cm^3
wall area, equal separate pores: 900 m^2/cm^3
same area per solid volume: 1286 m^2/cm^3
area if 1 nm were the diameter: 1800 m^2/cm^3
two-size film radii: 0.5 and 1.5 nm
two-size mean r^2: 1.250 nm^2
two-size mean r^3: 1.750 nm^3
two-size film, formula: 643 m^2/cm^3
overlapping pores, formula: 749 m^2/cm^3
random points per structure: 400000
full wall-layer thickness: 0.10 nm
measured with random points:
  cubic array: porosity 0.2994, area 890 m^2/cm^3
  random separate equal pores: porosity 0.3008, area 898 m^2/cm^3
  random separate two-size pores: porosity 0.2995, area 641 m^2/cm^3
  overlapping equal pores: porosity 0.2989, area 744 m^2/cm^3
```
